# Relaxational Internal Friction of Silica from Standard Tunnelling Systems

## Problem

A bulk silica resonator vibrates in shear at 1 kHz and 1 K. Its loss is modelled by two-level tunnelling systems. One system has an asymmetry $\Delta\ge 0$ between its two wells and a tunnelling amplitude $\Delta_0$. In the basis of the wells,

$$H=\tfrac12(\Delta\,\sigma_z+\Delta_0\,\sigma_x),\qquad E=\sqrt{\Delta^2+\Delta_0^2},$$

where $E$ is the level splitting. A strain $e$ shifts $\Delta$ by $2\gamma e$, with $\gamma$ the deformation potential. The number of systems per unit volume, per unit $\Delta$ and per unit $\Delta_0$ is $\bar P/\Delta_0$. Here $\bar P$ counts $\Delta\ge0$; if the same density were assigned to both signs of $\Delta$, every loss below would double. The systems are independent, and they relax by emitting or absorbing one phonon at the rate

$$\frac1\tau=A\,\Delta_0^2\,E\coth\frac{E}{2kT},\qquad A=\frac{1}{2\pi\rho\hbar^4}\left(\frac{\gamma_l^2}{v_l^5}+\frac{2\gamma_t^2}{v_t^5}\right),$$

which is derived below. The subscripts $l$ and $t$ denote longitudinal and transverse sound.

Rough typical values for silica are $\rho=2200$ kg/m³, $v_l=5800$ m/s, $v_t=3800$ m/s, $\gamma_l=1.0$ eV, $\gamma_t=0.65$ eV and $\bar P=8\times10^{44}$ J⁻¹m⁻³. The driven mode is shear, so $\gamma$ and $v$ without a subscript mean $\gamma_t$ and $v_t$ from here on. The natural measure of the loss is the tunnelling strength

$$C=\frac{\bar P\gamma^2}{\rho v^2}.$$

Find the internal friction $Q^{-1}$, which is the energy lost per cycle divided by $2\pi$ times the peak stored energy. What value does it approach when the fastest relaxation is much faster than the drive? Is that condition sufficient? How close is the resonator to the limit?

## First estimate by scaling

Thermal systems have $E$ up to about $2kT$. There are about $2kT\bar P$ of them per unit volume and per unit of $\ln\Delta_0$. A strain moves their equilibrium populations, and each contributes a modulus of order $\gamma^2/kT$. The lossy part carries the factor $\omega\tau/(1+\omega^2\tau^2)$, which is at most $\tfrac12$ and is large only near $\omega\tau=1$. Since $\tau\propto\Delta_0^{-2}$ at fixed $E$, this window is about one unit wide in $\ln\Delta_0$. Hence

$$Q^{-1}\sim\frac{1}{\rho v^2}\,(2kT\bar P)\,\frac{\gamma^2}{kT}\,\frac12=C.$$

Temperature and frequency cancel, provided that systems with $\omega\tau=1$ exist. The fastest thermal rate is about $A(2kT)^3$, so the important parameter is

$$r=\frac{\omega}{A(2kT)^3}.$$

If $r\gg1$, every thermal system is slow. The loss factor is then about $1/\omega\tau$, and $Q^{-1}\sim C/r\propto T^3/\omega$.

Even for $r\ll1$ some systems are too slow. At small $E$ the fastest rate, reached at $\Delta_0=E$, is about $2kT\,A E^2$. It falls below $\omega$ when $E/2kT<\sqrt r$. A fraction of order $\sqrt r$ of the loss should therefore be missing.

For the resonator, $\gamma=1.04\times10^{-19}$ J gives $\bar P\gamma^2=8.68\times10^6$ Pa, while $\rho v^2=3.18\times10^{10}$ Pa. Thus $C=2.73\times10^{-4}$. With $A=1.83\times10^{76}$ J⁻³s⁻¹, the rate $A(2kT)^3$ is $3.85\times10^8$ s⁻¹ at 1 K. Since $\omega=6283$ s⁻¹, $r=1.63\times10^{-5}$ and $\sqrt r=0.0040$. The estimate is a loss of about $3\times10^{-4}$, within a fraction of a percent of its limit.

## Exact solution

### The relaxation rate

The strain enters as $\gamma e\,\sigma_z$. In the eigenbasis of $H$, the part of $\sigma_z$ that connects the two levels has magnitude $\Delta_0/E$, so the transition matrix element is $\gamma e\Delta_0/E$. For a phonon of wavevector $q$ and frequency $\omega_q=vq$ in a volume $V$, the squared strain for emission is $\hbar q^2(n+1)/(2\rho V\omega_q)$, where $n$ is the Bose occupation. For transverse modes, strain means $q$ times the displacement, and $\gamma_t^2$ is the average over orientations. The golden rule for one branch gives

$$W_\downarrow=\frac{2\pi}{\hbar}\sum_q\gamma^2\frac{\Delta_0^2}{E^2}\,\frac{\hbar q^2}{2\rho V\omega_q}(n+1)\,\delta(\hbar\omega_q-E).$$

Replace the sum by $V\int q^2dq/2\pi^2$ and use $q=\omega_q/v$. Then $q^4dq/\omega_q=\omega_q^3d\omega_q/v^5$, and the delta function supplies $1/\hbar$ and sets $\omega_q=E/\hbar$:

$$W_\downarrow=\frac{\gamma^2}{2\pi\rho\hbar v^5}\,\frac{\Delta_0^2}{E^2}\,\frac{E^3}{\hbar^3}(n+1).$$

Absorption has $n$ in place of $n+1$. The population difference relaxes at the sum of the two rates, and $2n+1=\coth(E/2kT)$. Adding one longitudinal and two transverse branches gives the stated $1/\tau$. An explicit sum over the phonons of a box 30 wavelengths wide, for $E=2kT$, $\Delta_0=0.6E$, $T=1$ K and a delta function broadened to 4% of $E$, gives 1.003 times the formula.

### Loss of one system

Let $s$ be the upper population minus the lower one. In equilibrium $s_{\rm eq}=-\tanh(E/2kT)$. For $\hbar\omega\ll kT$ nearly all thermal systems follow their levels adiabatically, with energy $\tfrac12Es$. Since $\partial E/\partial e=2\gamma\Delta/E$, the force conjugate to the strain is

$$f=\tfrac12 s\,\frac{\partial E}{\partial e}=\gamma\frac{\Delta}{E}\,s .$$

To first order in $e$ the equilibrium value changes by

$$\delta s_{\rm eq}=-\frac{1}{2kT}\,{\rm sech}^2\!\frac{E}{2kT}\;\frac{2\gamma\Delta}{E}\,e .$$

The populations obey $\dot s=-(s-s_{\rm eq})/\tau$. The strain also modulates $\tau$, but this multiplies $s-s_{\rm eq}$, which is itself of first order, so the effect is of second order. For $e\propto e^{-i\omega t}$ we get $\delta s=\delta s_{\rm eq}/(1-i\omega\tau)$. The strain dependence of $\Delta/E$ in $f$ gives a force in phase with $e$, which does no net work. The remaining force is

$$\delta f=-G\,\frac{1+i\omega\tau}{1+\omega^2\tau^2}\,e,\qquad G=\frac{\gamma^2}{kT}\frac{\Delta^2}{E^2}\,{\rm sech}^2\frac{E}{2kT}.$$

With $e=e_0\cos\omega t$, the real force is $-Ge_0(\cos\omega t+\omega\tau\sin\omega t)/(1+\omega^2\tau^2)$, and $de=-\omega e_0\sin\omega t\,dt$. Only the sine term survives the integral over a cycle:

$$\oint f\,de=\pi e_0^2\,G\,\frac{\omega\tau}{1+\omega^2\tau^2}.$$

Direct time integration of the rate equation, with the instantaneous $E$ and $\tau$, gives 0.9999 times this work for $\Delta=1.2kT$, $\Delta_0=0.8kT$, $\omega\tau=0.7$ and $2\gamma e_0=0.02kT$.

The peak stored energy is $\tfrac12\rho v^2e_0^2$. Dividing the summed work by $2\pi$ times this energy gives

$$Q^{-1}=\frac{1}{\rho v^2}\int\!\!\int\frac{\bar P}{\Delta_0}\,G\,\frac{\omega\tau}{1+\omega^2\tau^2}\,d\Delta\,d\Delta_0 .$$

### The average over systems

The double integral can be evaluated as it stands. Because both variables span many decades, one writes $d\Delta\,d\Delta_0/\Delta_0=\Delta\,d\ln\Delta\,d\ln\Delta_0$ and sums on a uniform logarithmic grid. Here the step is 0.05, $\Delta$ runs from $10^{-9}kT$ to $80kT$, and $\Delta_0$ from $10^{-10}kT$ to $80kT$.

For an analytic result, set $\Delta_0=Eu$ and $\Delta=E\sqrt{1-u^2}$. The Jacobian is

$$E\sqrt{1-u^2}+\frac{Eu^2}{\sqrt{1-u^2}}=\frac{E}{\sqrt{1-u^2}},$$

so the density in $(E,u)$ is $\bar P/(u\sqrt{1-u^2})$. The factor $\Delta^2/E^2=1-u^2$ in $G$ turns this into $\bar P\sqrt{1-u^2}/u$. At fixed $E$ let $\tau_m$ be the shortest relaxation time, reached at $u=1$. Then $\tau=\tau_m/u^2$. With $a=\omega\tau_m$, $x=u^2$ and $du/u=dx/2x$, the integral over $u$ becomes

$$I(a)=\int_0^1\frac{\sqrt{1-u^2}}{u}\,\frac{au^2}{u^4+a^2}\,du=\frac12\int_0^1\sqrt{1-x}\,\frac{a}{x^2+a^2}\,dx .$$

Finally put $y=E/2kT$, so that $dE=2kT\,dy$:

$$\frac{Q^{-1}}{C}=2\int_0^\infty{\rm sech}^2y\;I(a)\,dy,\qquad a=r\,\frac{\tanh y}{y^3}.$$

The inner integral has a closed form. Since $a/(x^2+a^2)={\rm Im}\,(x-ia)^{-1}$, substitute $w=\sqrt{1-x}$ and define $b=\sqrt{1-ia}$. Then $x-ia=b^2-w^2$, and

$$I={\rm Im}\int_0^1\frac{w^2\,dw}{b^2-w^2}={\rm Im}\left[-1+b\,{\rm artanh}\frac1b\right]={\rm Im}\left[b\,{\rm artanh}\frac1b\right].$$

### Fast relaxation

Let $r\to0$. At any fixed $y>0$, $a\to0$. With $x=az$,

$$I=\frac12\int_0^{1/a}\frac{\sqrt{1-az}}{1+z^2}\,dz\;\to\;\frac12\cdot\frac{\pi}{2}=\frac\pi4 .$$

The square root is at most 1, so $I\le\pi/4$ and the limit may be taken inside the integral over $y$. Since $\int_0^\infty{\rm sech}^2y\,dy=1$,

$$Q^{-1}\to\frac{\pi}{2}\,C .$$

For the silica values this plateau is $4.29\times10^{-4}$. At $r=10^{-8}$ the direct two-dimensional average gives 0.99978 of it.

The rate constant $A$ has dropped out. A change in $A$ moves the systems with $\omega\tau=1$ to another $\Delta_0$, where the distribution supplies as many of them per unit of $\ln\Delta_0$.

### How the plateau is approached

The missing part is $D=\pi/2-Q^{-1}/C=2\int{\rm sech}^2y\,[\pi/4-I]\,dy$. For small $r$ it comes mainly from $y\sim\sqrt r$, where ${\rm sech}^2y\approx1$ and $a\approx r/y^2$. Put $y=\sqrt r\,z$, so that $a=z^{-2}$. Writing $\pi/4=\frac12\int_0^\infty a\,dx/(x^2+a^2)$,

$$D\approx\sqrt r\int_0^\infty dx\,[1-g(x)]\int_0^\infty dz\,\frac{z^2}{1+x^2z^4},$$

where $g=\sqrt{1-x}$ for $x<1$ and $g=0$ otherwise. The integrand is nowhere negative, so the order of integration is free. With $p=\sqrt x\,z$ the $z$ integral is $x^{-3/2}\int_0^\infty p^2dp/(1+p^4)$. The map $p\to1/p$ shows that this equals $\int_0^\infty dp/(1+p^4)$. Taking half the sum and setting $t=p-1/p$ gives

$$\frac12\int_0^\infty\frac{1+p^2}{1+p^4}\,dp=\frac12\int_{-\infty}^{\infty}\frac{dt}{t^2+2}=\frac{\pi}{2\sqrt2}.$$

The $x$ integral has two parts. The range $x>1$ gives $\int_1^\infty x^{-3/2}dx=2$. For $x<1$, integration by parts gives

$$\Big[-2x^{-1/2}(1-\sqrt{1-x})\Big]_0^1+\int_0^1\frac{dx}{\sqrt{x(1-x)}}=-2+\pi .$$

The sum is $\pi$, and therefore, to leading order in $r$,

$$\frac{Q^{-1}}{C}\approx\frac\pi2-\frac{\pi^2}{2\sqrt2}\sqrt r .$$

The coefficient is 3.489; the direct average at $r=10^{-6}$ gives 3.474. Relative to the plateau the deficit is $(\pi/\sqrt2)\sqrt r=2.22\sqrt r$. It varies as $\omega^{1/2}T^{-3/2}$, so a 1% approach needs $r$ near $2\times10^{-5}$.

### Slow relaxation

For $r\gg1$, $a$ is large at all thermally important $y$, and $I\to(1/2a)\int_0^1\sqrt{1-x}\,dx=1/(3a)$. Then

$$\frac{Q^{-1}}{C}\to\frac{2}{3r}\int_0^\infty\frac{y^3\,dy}{\sinh y\cosh y}=\frac{2}{3r}\cdot\frac18\int_0^\infty\frac{t^3dt}{\sinh t}=\frac{\pi^4}{96\,r}.$$

Here $t=2y$. Expanding $1/\sinh t=2\sum_{j\ge0}e^{-(2j+1)t}$ gives $12\sum(2j+1)^{-4}=\pi^4/8$ for the last integral. The coefficient is 1.0147, and the direct average at $r=10^3$ gives 1.0145.

### The second condition

The plateau also needs relaxation slower than the drive. Suppose that no system has $\Delta_0<\Delta_{\min}$. This removes $x<x_m=(\Delta_{\min}/E)^2$. For small $x_m$ the square root in $I$ is nearly 1, and the part removed is

$$\frac12\arctan\frac{x_m}{a},\qquad \frac{x_m}{a}=\frac{A\Delta_{\min}^2E\coth(E/2kT)}{\omega}.$$

The ratio is the slowest relaxation rate at that $E$ divided by $\omega$. If it is small, the arctangent equals its argument, and the loss removed is

$$\frac{\delta Q^{-1}}{C}=\frac{2kTA\Delta_{\min}^2}{\omega}\int_0^\infty\frac{y\,dy}{\sinh y\cosh y}=\frac{\pi^2}{8}\,\frac{2kTA\Delta_{\min}^2}{\omega}.$$

The integral is $\frac12\int_0^\infty t\,dt/\sinh t=\sum(2j+1)^{-2}=\pi^2/8$. At 1 kHz and 1 K, a cutoff $\Delta_{\min}/k=0.1$ mK removes $1.9\times10^{-4}$ of $C$, both by this formula and by the direct average. A cutoff of 100 mK leaves 0.3% of the plateau, although the fastest rates are unchanged. The populations then follow the strain almost in phase and dissipate little. Fast relaxation alone is therefore not sufficient: the distribution must reach from rates far above $\omega$ to rates far below it.

The same arctangent locates the loss. Setting $\Delta_{\min}=2kT\sqrt r$ makes $x_m/a=y\coth y\ge1$, so slightly more than half of the loss lies below this amplitude. Here it is $8.1$ mK in units of $k$, and the share below it is 56%.

## Comparison

The direct average at a fixed frequency of 1 kHz gives:

| $T$ (K) | $r$ | $Q^{-1}$ | fraction of plateau |
|---|---|---|---|
| 0.01 | 16.3 | $1.49\times10^{-5}$ | 0.035 |
| 0.03 | 0.604 | $1.34\times10^{-4}$ | 0.313 |
| 0.10 | 0.0163 | $3.34\times10^{-4}$ | 0.779 |
| 0.30 | $6.04\times10^{-4}$ | $4.07\times10^{-4}$ | 0.949 |
| 1.00 | $1.63\times10^{-5}$ | $4.25\times10^{-4}$ | 0.991 |

The single integral with the closed form of $I$ reproduces these fractions to all digits shown.

The scaling estimate of the plateau, $C$, is low by the factor $\pi/2$. Its energy window $2kT$ agrees with the exact integral of ${\rm sech}^2(E/2kT)$. The difference comes from the window in $\ln\Delta_0$, whose contribution was taken as $\tfrac12$ and is in fact $\pi/4$.

The estimate of the deficit had the correct power, $\sqrt r$, but missed the factor 2.22. At 1 K the exact asymptotic law gives $2.22\times0.00404=0.0090$, and the full average gives 0.0088. At 0.1 K the law predicts 0.28 and the average gives 0.22, so higher terms matter there. The condition $r=1$ falls at 25 mK, but 95% of the plateau is reached only at 0.30 K. The square root makes the approach slow.

In the opposite limit the estimate $C/r$ is close to the exact $1.015\,C/r$. At 10 mK, however, $r$ is only 16, and the limiting law is still about 14% above the full average.

## Where the model applies

The parameters are in the range used for vitreous silica, whose low-temperature acoustic loss has a plateau of a few times $10^{-4}$. As $C$ is proportional to $\bar P\gamma^2$, the rough inputs do not justify more than one or two figures in the absolute loss. The ratio to the plateau is less sensitive: with $A$ ten times smaller at 1 kHz and 1 K, it falls from 0.991 to 0.973.

Thin oxide films on silicon can break the assumption of bulk phonons. A transverse phonon with $E=2kT$ at 1 K has a wavelength of 91 nm, and the formula for $A$ needs a thickness well above this. The tenfold change in $A$ shows the sensitivity to such an error, but it is not a calculation for a film.

Resonant absorption was omitted. A strain $e_0\cos\omega t$ has the transition matrix element $\gamma ue_0/2$, and the thermal population difference is $\tanh(E/2kT)$. The absorbed power of one system is therefore

$$\hbar\omega\,\frac{2\pi}{\hbar}\,\frac{\gamma^2u^2e_0^2}{4}\,\delta(E-\hbar\omega)\tanh\frac{E}{2kT}.$$

Divide by $\omega\cdot\frac12\rho v^2e_0^2$ and average, using $\int_0^1u\,du/\sqrt{1-u^2}=1$. The result is $Q^{-1}_{\rm res}=\pi C\tanh(\hbar\omega/2kT)=2.1\times10^{-11}$, which is negligible here. This is the unsaturated linear term only. It comes from systems with $E/k=5\times10^{-8}$ K, which a cutoff $\Delta_{\min}$ above that value would remove, and the golden rule fails once $\gamma e_0$ reaches $\hbar\omega$, at a strain of only $6\times10^{-12}$.

Thermal hopping over the barrier is one limit on the temperature from above. Relaxation by two or more phonons, which is also left out, may be another and has not been sized. For a quartic double well with an assumed well quantum of 30 K (in units of $k$), a tunnelling amplitude of 8.1 mK requires a barrier of 58 K, which lies 43 K above the ground level. Take the well quantum divided by $h$, $6.3\times10^{11}$ s⁻¹, as the attempt rate. Hopping then occurs at about $10^{-7}$ s⁻¹ at 1 K, far below $\omega$, but reaches $\omega$ near 2.4 K. The same well also has an excited doublet about 26 K above the ground level, below the top of the barrier. Activation to it, followed by decay into the other well, is a faster route. With the same attempt rate it runs at about 1 s⁻¹ at 1 K, still far below $\omega$, and reaches $\omega$ near 1.5 K. These temperatures depend on the assumed well, and the estimate does not treat a distribution of barriers. It does show that the plateau formula should not be carried to room temperature.

For the plateau itself, linear response requires $2\gamma e_0\ll kT$, which means strains well below $6.6\times10^{-5}$ at 1 K. The deficit comes from systems with $E\sim2kT\sqrt r$ and needs the stricter condition $2\gamma e_0\ll2kT\sqrt r$, that is, strains well below $5\times10^{-7}$. At a strain of $6.6\times10^{-6}$ the rate equation gives a deficit of about 0.023 instead of 0.009. Interactions between tunnelling systems are left out and have not been sized. The rows of the table below 0.1 K are therefore results of this model, not predictions for a real sample.

## Computed values

```
density = 2200 kg/m3
longitudinal, transverse speed = 5800, 3800 m/s
deformation potentials l, t = 1.00, 0.65 eV
density of tunnelling systems pbar = 8.00e+44 1/(J m3)
drive frequency = 1000 Hz, omega = 6283.2 1/s
temperature of the example = 1.00 K
rate constant A = 1.8300e+76 1/(J3 s)
A*(2kT)^3 at the example = 3.8529e+08 1/s
tunnelling strength C = 2.7312e-04
plateau pi*C/2 = 4.2901e-04
phonon-sum rate / formula rate = 1.0033
time-domain work / formula work = 0.99993
friction/plateau at r = 1e-8: 0.999778
square-root coefficient: average 3.4738, formula 3.4894
slow-limit coefficient: average 1.0145, formula 1.0147
T (K), r, friction, friction/plateau, closed form/(pi/2):
  0.01  1.631e+01  1.4937e-05  0.03482  0.03482
  0.03  6.040e-01  1.3428e-04  0.31301  0.31301
  0.10  1.631e-02  3.3433e-04  0.77930  0.77930
  0.30  6.040e-04  4.0713e-04  0.94899  0.94899
  1.00  1.631e-05  4.2522e-04  0.99116  0.99116
example: leading-order friction/plateau = 0.99103
temperature where r = 1: 25.36 mK
r and temperature at 95% of plateau: 5.789e-04, 0.3043 K
tunnelling amplitude 2kT*sqrt(r), over k = 8.077 mK
share of loss from smaller amplitudes = 0.5582
cutoff 0.1 mK: loss removed/C = 1.893e-04
  same from formula = 1.891e-04
cutoff 100 mK: friction/plateau = 0.00297
resonant absorption = 2.059e-11
resonant absorption/plateau = 4.799e-08
assumed well quantum over k = 30 K
barrier = 1.930 well quanta = 57.9 K
activation energy above ground level, over k = 43.4 K
hopping attempt frequency = 6.251e+11 1/s
hopping rate at the example = 8.56e-08 1/s
temperature where hopping rate = omega: 2.36 K
strain where 2*gamma*e = kT: 6.629e-05
transverse phonon wavelength at E = 2kT: 91.2 nm
rate ten times smaller: friction/plateau = 0.97273
```
